# Logarithmic-mean fluxes: Fick's law and nonnegative entropy production on a grid: verification in Python

```python
# Result under test: for an ideal solute the face flux
#   J = -(D/kT) * Lambda(a,b) * (mu_b - mu_a)/d,  Lambda = (a-b)/ln(a/b),
# equals the two-point Fick flux -D(b-a)/d, and its entropy production
# -J*(mu_b - mu_a)/T is never negative, even if standard potentials differ.
# a, b: concentrations at neighbouring nodes; d: node distance; D: diffusivity;
# mu = mu0 + kT ln(c/c_ref). Tests use D = kT = 1; the example uses cm, s, eV, K.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import fsolve
from scipy.special import erfc

rng = np.random.default_rng(4)


def log_mean(a, b):
    a, b = np.broadcast_arrays(np.asarray(a, float), np.asarray(b, float))
    z = (a - b) / (a + b)
    near = np.abs(z) < 0.01
    series = 0.5 * (a + b) / (1 + z**2 / 3 + z**4 / 5 + z**6 / 7)
    quotient = (a - b) / np.where(near, 1.0, np.log(a / b))
    return np.where(near, series, quotient)


def arithmetic_mean(a, b):
    return 0.5 * (a + b)


def geometric_mean(a, b):
    return np.sqrt(a * b)


# --- The mean follows from the continuum law on a linear profile ---
for a, b in [(1.0, 1.001), (1.0, 2.2), (3.0, 0.1), (1.0, 1000.0)]:
    resistance = quad(lambda s: 1 / (a + (b - a) * s), 0, 1,
                      epsabs=0, epsrel=1e-11, limit=300)[0]
    assert abs(float(log_mean(a, b)) * resistance - 1) < 1e-9
    flux = -np.log(b / a) / resistance
    assert abs(flux / (a - b) - 1) < 1e-9
    continuum = quad(lambda s: (b - a)**2 / (a + (b - a) * s), 0, 1,
                     epsabs=0, epsrel=1e-11, limit=300)[0]
    discrete = float(log_mean(a, b)) * np.log(b / a)**2
    assert abs(discrete / continuum - 1) < 1e-9

# --- Nearly equal concentrations: series against 50-digit arithmetic ---
near_a = 5e16
near_b = near_a * (1 + 1e-12)
with mp.workdps(50):
    A, B = mp.mpf(near_a), mp.mpf(near_b)
    reference = (B - A) / mp.log(B / A)
    stable_error = float(abs(mp.mpf(float(log_mean(near_a, near_b)))
                             / reference - 1))
    naive = (near_b - near_a) / (np.log(near_b) - np.log(near_a))
    naive_error = float(abs(mp.mpf(float(naive)) / reference - 1))
assert stable_error < 1e-14 and naive_error > 1e-4

# --- Closed chain with unequal cells: free-energy balance ---
n_cells = 12
width = rng.uniform(0.5, 1.5, n_cells)
distance = 0.5 * (width[1:] + width[:-1])


def fick_matrix(w, d):
    m = np.zeros((len(w), len(w)))
    for i, gap in enumerate(d):
        m[i, i] -= 1 / (gap * w[i])
        m[i, i + 1] += 1 / (gap * w[i])
        m[i + 1, i + 1] -= 1 / (gap * w[i + 1])
        m[i + 1, i] += 1 / (gap * w[i + 1])
    return m


def free_energy(c, w, mu0=0.0):
    return np.sum(w * (c * np.log(c) - c + mu0 * c))


def production(c, d, mu0=0.0):
    dmu = np.diff(np.log(c) + mu0)
    return np.sum(log_mean(c[:-1], c[1:]) * dmu**2 / d)


def thermodynamic_rate(c, w, d, mu0):
    flux = -log_mean(c[:-1], c[1:]) * np.diff(np.log(c) + mu0) / d
    return -np.diff(np.concatenate(([0.0], flux, [0.0]))) / w


fick = fick_matrix(width, distance)
tau = 1e-6
for trial in range(20):
    c = rng.uniform(0.1, 2.0, n_cells)
    slope = (free_energy(expm(fick * tau) @ c, width)
             - free_energy(expm(-fick * tau) @ c, width)) / (2 * tau)
    assert abs(slope / production(c, distance) + 1) < 1e-6
    mu0 = rng.normal(0, 1, n_cells)
    rate = thermodynamic_rate(c, width, distance, mu0)
    slope = (free_energy(c + tau * rate, width, mu0)
             - free_energy(c - tau * rate, width, mu0)) / (2 * tau)
    assert slope < 0
    assert abs(slope / production(c, distance, mu0) + 1) < 1e-6
    for dt in (0.01, 1.0, 100.0):
        new = np.linalg.solve(np.eye(n_cells) - dt * fick, c)
        change = free_energy(new, width) - free_energy(c, width)
        assert new.min() > 0
        assert change <= -dt * production(new, distance) + 1e-11

# --- Explicit steps on a uniform chain: safe bound and a counterexample ---
n_uniform = 40
unit = np.ones(n_uniform)
uniform_fick = fick_matrix(unit, np.ones(n_uniform - 1))
for trial in range(200):
    c = np.exp(rng.normal(0, 2, n_uniform))
    new = c + 0.5 * uniform_fick @ c
    assert free_energy(new, unit) <= free_energy(c, unit) + 1e-10
ripple = 1.5 + 0.1 * (-1.0)**np.arange(n_uniform)
after = ripple + 0.6 * uniform_fick @ ripple
explicit_rise = free_energy(after, unit) - free_energy(ripple, unit)
assert after.min() > 0 and explicit_rise > 0

# --- Unequal standard potentials: plain Fick flux can destroy entropy ---
pair, pair_mu0, two = np.array([1.0, 2.0]), np.array([0.0, -1.0]), np.ones(2)
gap = np.ones(1)


def energy_slope(rate):
    return (free_energy(pair + tau * rate, two, pair_mu0)
            - free_energy(pair - tau * rate, two, pair_mu0)) / (2 * tau)


fick_slope = energy_slope(fick_matrix(two, gap) @ pair)
log_slope = energy_slope(thermodynamic_rate(pair, two, gap, pair_mu0))
assert fick_slope > 0 > log_slope
balanced = np.exp(-pair_mu0)
assert np.max(np.abs(thermodynamic_rate(balanced, two, gap, pair_mu0))) < 1e-14

# Leading error when the standard potential varies linearly between nodes
u_small, delta = 0.1, 0.07
b = np.exp(delta)
exact_flux = (b * np.exp(u_small) - 1) / quad(lambda s: np.exp(u_small * s),
                                             0, 1)[0]
log_flux = (b - 1) + float(log_mean(1.0, b)) * u_small
error_ratio = (log_flux / exact_flux - 1) / (-u_small * delta / 12)
assert abs(error_ratio - 1) < 0.02


# --- Film with a reaction front, solved in chemical potentials ---
def solve_film(n, mean, damkohler, c_eq=0.0):
    """Node concentrations / surface value; front flux = damkohler*(c-c_eq)."""
    def residual(y):
        full = np.concatenate(([0.0], y))
        c = np.exp(full)
        flux = -mean(c[:-1], c[1:]) * np.diff(full) * n
        return flux - np.append(flux[1:], damkohler * (c[-1] - c_eq))
    guess = np.linspace(0, np.log(0.5), n + 1)[1:]
    y, _, flag, message = fsolve(residual, guess, xtol=1e-13, full_output=True)
    assert np.max(np.abs(residual(y))) < 1e-9, message
    return np.exp(np.concatenate(([0.0], y)))


for n in (1, 3, 8):
    da, c_eq = 2.0, 0.2
    c = solve_film(n, log_mean, da, c_eq)
    assert abs(c[-1] - (1 + da * c_eq) / (1 + da)) < 1e-9
    front = da * (c[-1] - c_eq) * np.log(c[-1] / c_eq)
    total = da * (1 - c_eq) / (1 + da) * np.log(1 / c_eq)
    assert abs(production(c, np.full(n, 1 / n)) + front - total) < 1e-8

# --- Worked example: rough values for dry oxidation of silicon ---
temperature = 1000 + sc.zero_Celsius          # K
kT = sc.k * temperature / sc.e                # eV
diffusivity = 7e-9                            # cm2/s
surface_c = 5e16                              # 1/cm3
rate_constant = 8.5e-4                        # cm/s
thickness = 100e-7                            # cm
oxide_density = 2.2e22                        # O2 molecules bound per cm3 oxide
da = rate_constant * thickness / diffusivity
exact_ratio = 1 / (1 + da)
flux = rate_constant * surface_c * exact_ratio
growth = flux / oxide_density                 # cm/s
potential_drop = kT * np.log(1 / exact_ratio)
film = solve_film(4, log_mean, da)
unit_flux = diffusivity * surface_c / thickness
film_entropy = production(film, np.full(4, 0.25)) * unit_flux * 1e4 * sc.k
assert abs(film_entropy / (flux * 1e4 * potential_drop * sc.e / temperature)
           - 1) < 1e-8

mean_errors = {}
for name, mean in [("logarithmic", log_mean), ("arithmetic", arithmetic_mean),
                   ("geometric", geometric_mean)]:
    mean_errors[name] = [100 * (solve_film(n, mean, da)[-1] / exact_ratio - 1)
                         for n in (1, 4)]
assert max(map(abs, mean_errors["logarithmic"])) < 1e-6
assert mean_errors["arithmetic"][0] > 0.1
assert mean_errors["geometric"][0] < -0.1

# --- Oxygen entering an almost empty film ---
background, scaled_time = 1e-6, 0.02


def fill_film(n, mean):
    """Concentration / surface value at 0.4 of the film thickness."""
    h = 1 / n
    volume = np.full(n, h)
    volume[-1] = h / 2

    def rhs(t, y):
        full = np.concatenate(([0.0], y))
        c = np.exp(full)
        f = -mean(c[:-1], c[1:]) * np.diff(full) / h
        return (f - np.append(f[1:], 0.0)) / volume / c[1:]
    run = solve_ivp(rhs, (0, scaled_time), np.full(n, np.log(background)),
                    method="BDF", rtol=1e-7, atol=1e-8)
    assert run.success
    return np.exp(run.y[2 * n // 5 - 1, -1])


target = background + (1 - background) * erfc(0.4 / (2 * np.sqrt(scaled_time)))
log_20 = 100 * (fill_film(20, log_mean) / target - 1)
log_40 = 100 * (fill_film(40, log_mean) / target - 1)
arith_20 = 100 * (fill_film(20, arithmetic_mean) / target - 1)
assert 3.5 < log_20 / log_40 < 4.6
assert abs(arith_20) > abs(log_20)

# --- Size of neglected effects, from rough inputs ---
stress, molecule_volume = 0.1e9, 0.03e-27     # Pa, m3
u = stress * molecule_volume / (sc.k * temperature)
weight = u / np.expm1(u)
solution_change = 100 * (weight / (da + weight * np.exp(u)) / exact_ratio - 1)
diffusion_change = 100 * ((1 + da) / (1 + da * np.exp(u)) - 1)
site_density = 1e21                           # 1/cm3
reaction_heat, reaction_free_energy = 9.0, 7.0    # eV per O2
conductivity = 2.0                            # W/(m K)
heating = (flux * 1e4 * reaction_heat * sc.e * thickness * 1e-2 / conductivity)
anomaly_length = 7.0                          # nm

print(f"Temperature: {temperature:.2f} K; kT: {kT:.5f} eV")
print(f"O2 diffusivity (rough input): {diffusivity:.2e} cm2/s")
print(f"O2 surface concentration (rough input): {surface_c:.2e} cm^-3")
print(f"Front rate constant (rough input): {rate_constant:.2e} cm/s")
print(f"Oxide thickness: {thickness * 1e7:.1f} nm")
print(f"O2 bound in oxide (rough input): {oxide_density:.2e} cm^-3")
print(f"Rate constant*thickness/diffusivity: {da:.4f}")
print(f"Interface/surface concentration: {exact_ratio:.5f}")
print(f"Interface concentration: {surface_c * exact_ratio:.4e} cm^-3")
print(f"Log-mean of the two: "
      f"{float(log_mean(surface_c, surface_c * exact_ratio)):.4e} cm^-3")
print(f"O2 flux: {flux:.4e} cm^-2 s^-1")
print(f"Oxide growth rate: {growth * 1e7 * 3600:.2f} nm/h")
print(f"Chemical potential drop over film: {potential_drop:.5f} eV")
print(f"Film entropy production: {film_entropy:.4e} W m^-2 K^-1")
for name, (one, four) in mean_errors.items():
    print(f"Flux error, {name} mean, 1 and 4 intervals: "
          f"{one:.3f} %, {four:.3f} %")
for ratio in (10.0, 1e6):
    fick_difference = ratio - 1
    am = arithmetic_mean(1.0, ratio) * np.log(ratio) / fick_difference
    gm = geometric_mean(1.0, ratio) * np.log(ratio) / fick_difference
    print(f"Face flux/Fick flux at ratio {ratio:.0e}: "
          f"arithmetic {am:.4f}, geometric {gm:.4f}")
print(f"Filling test: background/surface concentration {background:.0e}")
print(f"Filling test: time "
      f"{scaled_time * thickness**2 / diffusivity * 1e3:.4f} ms, "
      f"depth {0.4 * thickness * 1e7:.1f} nm")
print(f"Filling test: error-function concentration/surface: {target:.5f}")
print(f"Filling error, log mean, 20 intervals: {log_20:.3f} %")
print(f"Filling error, log mean, 40 intervals: {log_40:.3f} %")
print(f"Filling error, arithmetic mean, 20 intervals: {arith_20:.3f} %")
print(f"Near-equal inputs, relative error of plain quotient: {naive_error:.1e}")
print(f"Near-equal inputs, relative error of series: {stable_error:.1e}")
print(f"Explicit step D*dt/h^2=0.6, free-energy change: "
      f"{explicit_rise:+.4f} (scaled)")
print(f"Potential step -1 kT, c=1 and 2, dF/dt plain Fick: "
      f"{fick_slope:+.4f} (scaled)")
print(f"Same step, dF/dt log mean: {log_slope:+.4f} (scaled)")
print(f"Error with potential slope / (-u*delta/12): {error_ratio:.4f}")
print(f"Stress, O2 volume (rough inputs): {stress / 1e9:.2f} GPa, "
      f"{molecule_volume * 1e27:.3f} nm3")
print(f"Stress energy/kT: {u:.4f}")
print(f"Flux change, stress on solution energy: {solution_change:.2f} %")
print(f"Flux change, stress on diffusivity: {diffusion_change:.2f} %")
print(f"O2 site density (rough input): {site_density:.1e} cm^-3")
print(f"Site filling at surface: {surface_c / site_density:.1e}")
print(f"Front speed*thickness/diffusivity: "
      f"{growth * thickness / diffusivity:.2e}")
print(f"Diffusion time thickness^2/D: {thickness**2 / diffusivity:.4f} s")
print(f"Time to grow 1 nm: {1e-7 / growth:.1f} s")
print(f"Reaction heat, conductivity (rough inputs): {reaction_heat:.1f} eV, "
      f"{conductivity:.1f} W/(m K)")
print(f"Temperature difference over film from heat: {heating:.1e} K")
print(f"Reaction free energy release (rough input): "
      f"{reaction_free_energy:.1f} eV per O2")
print(f"Back-reaction c_eq/surface concentration: "
      f"{np.exp(-reaction_free_energy / kT):.1e}")
print(f"Diffusion share of total entropy production: "
      f"{100 * potential_drop / reaction_free_energy:.2f} %")
print(f"Thin-oxide anomaly decay length (rough input): {anomaly_length:.1f} nm")
print(f"Anomaly decay factor at this thickness: "
      f"{np.exp(-thickness * 1e7 / anomaly_length):.1e}")
print("checks complete")
```

Output:

```
Temperature: 1273.15 K; kT: 0.10971 eV
O2 diffusivity (rough input): 7.00e-09 cm2/s
O2 surface concentration (rough input): 5.00e+16 cm^-3
Front rate constant (rough input): 8.50e-04 cm/s
Oxide thickness: 100.0 nm
O2 bound in oxide (rough input): 2.20e+22 cm^-3
Rate constant*thickness/diffusivity: 1.2143
Interface/surface concentration: 0.45161
Interface concentration: 2.2581e+16 cm^-3
Log-mean of the two: 3.4493e+16 cm^-3
O2 flux: 1.9194e+13 cm^-2 s^-1
Oxide growth rate: 31.41 nm/h
Chemical potential drop over film: 0.08721 eV
Film entropy production: 2.1065e-06 W m^-2 K^-1
Flux error, logarithmic mean, 1 and 4 intervals: 0.000 %, 0.000 %
Flux error, arithmetic mean, 1 and 4 intervals: 2.619 %, 0.188 %
Flux error, geometric mean, 1 and 4 intervals: -1.489 %, -0.095 %
Face flux/Fick flux at ratio 1e+01: arithmetic 1.4071, geometric 0.8090
Face flux/Fick flux at ratio 1e+06: arithmetic 6.9078, geometric 0.0138
Filling test: background/surface concentration 1e-06
Filling test: time 0.2857 ms, depth 40.0 nm
Filling test: error-function concentration/surface: 0.04550
Filling error, log mean, 20 intervals: 3.690 %
Filling error, log mean, 40 intervals: 0.926 %
Filling error, arithmetic mean, 20 intervals: 14.575 %
Near-equal inputs, relative error of plain quotient: 1.7e-03
Near-equal inputs, relative error of series: 8.0e-17
Explicit step D*dt/h^2=0.6, free-energy change: +0.1155 (scaled)
Potential step -1 kT, c=1 and 2, dF/dt plain Fick: +0.3069 (scaled)
Same step, dF/dt log mean: -0.1358 (scaled)
Error with potential slope / (-u*delta/12): 0.9993
Stress, O2 volume (rough inputs): 0.10 GPa, 0.030 nm3
Stress energy/kT: 0.1707
Flux change, stress on solution energy: -11.79 %
Flux change, stress on diffusivity: -9.26 %
O2 site density (rough input): 1.0e+21 cm^-3
Site filling at surface: 5.0e-05
Front speed*thickness/diffusivity: 1.25e-06
Diffusion time thickness^2/D: 0.0143 s
Time to grow 1 nm: 114.6 s
Reaction heat, conductivity (rough inputs): 9.0 eV, 2.0 W/(m K)
Temperature difference over film from heat: 1.4e-08 K
Reaction free energy release (rough input): 7.0 eV per O2
Back-reaction c_eq/surface concentration: 2.0e-28
Diffusion share of total entropy production: 1.25 %
Thin-oxide anomaly decay length (rough input): 7.0 nm
Anomaly decay factor at this thickness: 6.2e-07
checks complete
```
